# Film index and thickness from focus travel and coherence-peak separation: a numerical check

```python
"""Index and thickness of a film from focus travel and coherence peaks.

Result under test, for a dispersionless film in air and paraxial focusing:
    focus_travel = t / n,   mirror_travel = n * t,
    n = sqrt(mirror_travel / focus_travel),
    t = sqrt(mirror_travel * focus_travel).
n: phase index; t: thickness; k: vacuum wavenumber; NA: numerical aperture.
The group index n_g = d(k n)/dk replaces n in mirror_travel if n depends on k.
Lengths are in micrometres and wavenumbers in inverse micrometres.
The mirror scan is made with film and objective fixed unless stated otherwise.
"""
import numpy as np
from scipy.optimize import brentq, fsolve, minimize_scalar

# Readings and half a unit in their last digit
focus_reading, mirror_reading = 6.67, 15.0
focus_half_digit, mirror_half_digit = 0.005, 0.05

# Model film for forward simulations; rough polymer-on-silicon regime
n_film, t_film, n_substrate = 1.5, 10.0, 3.65
wavelength, bandwidth = 0.85, 0.10
cauchy_B = 0.004
NA = 0.3

k0 = 2 * np.pi / wavelength
k_width = 2 * np.pi * bandwidth / wavelength**2
k = np.linspace(k0 - 2.5 * k_width, k0 + 2.5 * k_width, 801)
spectrum = np.exp(-4 * np.log(2) * ((k - k0) / k_width)**2)


def invert(focus, mirror):
    return np.sqrt(mirror / focus), np.sqrt(mirror * focus)


def solve_forward(focus, mirror):
    """Solve the two measurement equations numerically for n and t."""
    def residual(v):
        return [v[1] / v[0] - focus, v[0] * v[1] - mirror]
    return fsolve(residual, [1.3, 8.0], xtol=1e-12)


def traced_focus_travel(sine):
    """Find the aim depth whose refracted ray meets the axis at the back."""
    def miss(aim_depth):
        height = aim_depth * sine / np.sqrt(1 - sine**2)
        transverse = sine / n_film
        axial = np.sqrt(1 - transverse**2)
        return height * axial / transverse - t_film
    return brentq(miss, 0.1 * t_film, 2 * t_film, xtol=1e-13)


def film_reflection(index):
    """Reflection amplitude including all multiple reflections."""
    r_front = (1 - index) / (1 + index)
    r_back = (index - n_substrate) / (index + n_substrate)
    echo = r_back * np.exp(2j * k * index * t_film)
    return (r_front + echo) / (1 + r_front * echo)


def envelope_peak(reflection, low, high):
    """Position and height of the largest fringe-envelope peak in a window."""
    def height(x):
        return abs(np.sum(spectrum * reflection * np.exp(-2j * k * x)))
    grid = np.linspace(low, high, 401)
    best = grid[np.argmax([height(x) for x in grid])]
    step = grid[1] - grid[0]
    found = minimize_scalar(lambda x: -height(x), method="bounded",
                            bounds=(best - step, best + step),
                            options={"xatol": 1e-8})
    return found.x, -found.fun


# Inversion and rounding limits
n_found, t_found = invert(focus_reading, mirror_reading)
assert np.allclose(solve_forward(focus_reading, mirror_reading),
                   [n_found, t_found], rtol=1e-9)
corners = np.array([solve_forward(focus_reading + a * focus_half_digit,
                                  mirror_reading + b * mirror_half_digit)
                    for a in (-1, 1) for b in (-1, 1)])
n_low, t_low = corners.min(axis=0)
n_high, t_high = corners.max(axis=0)
relative_half = 0.5 * (focus_half_digit / focus_reading
                       + mirror_half_digit / mirror_reading)
assert np.isclose((n_high - n_low) / 2, n_found * relative_half, rtol=1e-3)
assert np.isclose((t_high - t_low) / 2, t_found * relative_half, rtol=1e-3)
assert n_low < 1.5 < n_high and t_low < 10.0 < t_high

# Ray tracing: paraxial limit, order of its error, and finite-angle law
paraxial = t_film / n_film
ray_errors = [paraxial - traced_focus_travel(s) for s in (0.02, 0.01)]
assert 0 < ray_errors[1] < 3e-4
assert abs(ray_errors[0] / ray_errors[1] - 4) < 0.01
traced_small = traced_focus_travel(0.01)
marginal = traced_focus_travel(NA)
assert np.isclose(marginal, t_film * np.sqrt((1 - NA**2)
                                             / (n_film**2 - NA**2)), rtol=1e-10)

# Broadband interferogram without dispersion
reflection = film_reflection(np.full_like(k, n_film))
front, front_height = envelope_peak(reflection, -5, 5)
back, back_height = envelope_peak(reflection, 5, 25)
extra, extra_height = envelope_peak(reflection, 23, 37)
separation = back - front
assert abs(separation - n_film * t_film) < 1e-3
assert abs(extra - front - 2 * n_film * t_film) < 1e-3
assert extra_height < 0.2 * back_height
n_sim, t_sim = invert(traced_small, separation)
assert abs(n_sim - n_film) < 2e-4 and abs(t_sim - t_film) < 1e-3

# Film moved towards the objective between the two coherence peaks
moved = reflection * np.exp(-2j * k * traced_small)
moved_separation = envelope_peak(moved, 5, 25)[0] - front
assert abs(moved_separation - (n_film * t_film - t_film / n_film)) < 2e-3

# Dispersion: phase index stays n_film at the central wavelength
index = n_film + cauchy_B * (k**2 - k0**2) / (4 * np.pi**2)
n_group = n_film + 2 * cauchy_B / wavelength**2
dispersive = film_reflection(index)
dispersive_separation = (envelope_peak(dispersive, 5, 25)[0]
                         - envelope_peak(dispersive, -5, 5)[0])
assert abs(dispersive_separation - n_group * t_film) < 2e-3
assert dispersive_separation - n_film * t_film > 0.05
n_disp, t_disp = invert(paraxial, dispersive_separation)
assert abs(n_disp - np.sqrt(n_film * n_group)) < 2e-4
assert abs(t_disp - t_film * np.sqrt(n_group / n_film)) < 2e-3

# Finite aperture: uniform pupil, integrated over sin(theta)^2
nodes, weights = np.polynomial.legendre.leggauss(40)
sin2 = NA**2 * (nodes + 1) / 2
cos_air = np.sqrt(1 - sin2)
cos_film = np.sqrt(1 - sin2 / n_film**2)


def pupil_field(wavenumber, depth, focus_shift):
    path = n_film * depth * cos_film - focus_shift * cos_air
    phase = 2j * np.multiply.outer(wavenumber, path)
    return np.exp(phase) @ weights / 2


def focal_intensity(depth, shift):
    return abs(pupil_field(k0, depth, shift))**2


aperture_focus = minimize_scalar(lambda s: -focal_intensity(t_film, s),
                                 bounds=(3, 10), method="bounded",
                                 options={"xatol": 1e-8}).x
focus_formula = paraxial * (1 - NA**2 / 4 * (1 - 1 / n_film**2))
assert marginal < aperture_focus < paraxial
assert abs(aperture_focus - focus_formula) < 0.01
focal_fwhm = 2 * brentq(lambda s: focal_intensity(0, s) - 0.5, 0, 9)
assert focal_fwhm > aperture_focus

fixed_focus = aperture_focus / 2
aperture_front = envelope_peak(pupil_field(k, 0, fixed_focus), -15, 5)[0]
aperture_back = envelope_peak(pupil_field(k, t_film, fixed_focus), 0, 25)[0]
aperture_mirror = aperture_back - aperture_front
mirror_formula = n_film * t_film * (1 - NA**2 / (4 * n_film**2))
assert abs(aperture_mirror - mirror_formula) < 0.01
n_aperture, t_aperture = invert(aperture_focus, aperture_mirror)

# Width of one coherence peak in mirror travel, from the source spectrum
zero_height = np.sum(spectrum)
coherence_fwhm = 2 * brentq(
    lambda x: abs(np.sum(spectrum * np.exp(-2j * k * x))) / zero_height - 0.5,
    0, 4)
assert coherence_fwhm < separation / 2

print(f"Reading, focus travel: {focus_reading:.2f} um")
print(f"Reading, mirror travel: {mirror_reading:.1f} um")
print(f"Quotient of readings: {mirror_reading / focus_reading:.4f}")
print(f"Product of readings: {mirror_reading * focus_reading:.2f} um^2")
print(f"Recovered index: {n_found:.4f}")
print(f"Recovered thickness: {t_found:.4f} um")
print(f"Rounding half-digit, focus: {focus_half_digit:.3f} um")
print(f"Rounding half-digit, mirror: {mirror_half_digit:.2f} um")
print(f"Relative half-range of n and t: {100 * relative_half:.2f} %")
print(f"Index limits from rounding: {n_low:.4f} to {n_high:.4f}")
print(f"Thickness limits from rounding: {t_low:.3f} to {t_high:.3f} um")
print(f"Model film index: {n_film:.2f}")
print(f"Model film thickness: {t_film:.1f} um")
print(f"Model substrate index: {n_substrate:.2f}")
print(f"Source central wavelength: {wavelength:.2f} um")
print(f"Source spectral full width at half maximum: {bandwidth:.2f} um")
print(f"Paraxial focus travel of model film: {paraxial:.4f} um")
print(f"Traced focus travel at sin(theta)=0.01: {traced_small:.4f} um")
print(f"Simulated coherence-peak separation: {separation:.4f} um")
print(f"Coherence-peak full width at half maximum: {coherence_fwhm:.2f} um")
print(f"Extra-round-trip peak, from front peak: {extra - front:.3f} um")
print(f"Extra peak height / back peak height: {extra_height/back_height:.3f}")
print(f"Mirror travel if film is refocused: {moved_separation:.3f} um")
print(f"Cauchy coefficient: {cauchy_B:.3f} um^2")
print(f"Group index with dispersion: {n_group:.4f}")
print(f"Peak separation with dispersion: {dispersive_separation:.3f} um")
print(f"Apparent index with dispersion: {n_disp:.4f}")
print(f"Apparent thickness with dispersion: {t_disp:.3f} um")
print(f"Numerical aperture for error estimate: {NA:.1f}")
print(f"Marginal-ray focus travel: {marginal:.3f} um")
print(f"Best-focus travel at this aperture: {aperture_focus:.3f} um")
print(f"Best-focus travel, leading formula: {focus_formula:.3f} um")
print(f"Focal-response full width at half maximum: {focal_fwhm:.2f} um")
print(f"Peak separation at this aperture: {aperture_mirror:.3f} um")
print(f"Peak separation, leading formula: {mirror_formula:.3f} um")
print(f"Apparent index at this aperture: {n_aperture:.4f}")
print(f"Apparent thickness at this aperture: {t_aperture:.3f} um")
print("all assertions hold")
```

Printed output:

```
Reading, focus travel: 6.67 um
Reading, mirror travel: 15.0 um
Quotient of readings: 2.2489
Product of readings: 100.05 um^2
Recovered index: 1.4996
Recovered thickness: 10.0025 um
Rounding half-digit, focus: 0.005 um
Rounding half-digit, mirror: 0.05 um
Relative half-range of n and t: 0.20 %
Index limits from rounding: 1.4966 to 1.5027
Thickness limits from rounding: 9.982 to 10.023 um
Model film index: 1.50
Model film thickness: 10.0 um
Model substrate index: 3.65
Source central wavelength: 0.85 um
Source spectral full width at half maximum: 0.10 um
Paraxial focus travel of model film: 6.6667 um
Traced focus travel at sin(theta)=0.01: 6.6665 um
Simulated coherence-peak separation: 15.0000 um
Coherence-peak full width at half maximum: 3.19 um
Extra-round-trip peak, from front peak: 30.000 um
Extra peak height / back peak height: 0.083
Mirror travel if film is refocused: 8.334 um
Cauchy coefficient: 0.004 um^2
Group index with dispersion: 1.5111
Peak separation with dispersion: 15.111 um
Apparent index with dispersion: 1.5055
Apparent thickness with dispersion: 10.037 um
Numerical aperture for error estimate: 0.3
Marginal-ray focus travel: 6.491 um
Best-focus travel at this aperture: 6.580 um
Best-focus travel, leading formula: 6.583 um
Focal-response full width at half maximum: 8.17 um
Peak separation at this aperture: 14.849 um
Peak separation, leading formula: 14.850 um
Apparent index at this aperture: 1.5022
Apparent thickness at this aperture: 9.885 um
all assertions hold
```
